\section*{Why polynomial filters are sharper at a band edge}

\section*{Question}

A polynomial $p(H)$ of a Hamiltonian $H$ can pick out states near a chosen energy $E_0$ and suppress the others. Applying it to a vector costs one product with $H$ per degree. If the spectrum lies in an interval of width $W$, separating $E_0$ from levels a distance $d$ away takes a degree of order $W/d$ when $E_0$ is at the centre of the interval, but of order $\sqrt{W/d}$ when it is at an end. The same polynomials and the same $d$ are used in both places. Where does the square root come from?

\section*{Mechanism: resolution is uniform in angle}

Measure energy by its depth $t$ below the upper end of the interval, $0\le t\le W$, and scale it to
\begin{equation}
x=1-\frac{2t}{W}=\cos\theta,\qquad 0\le\theta\le\pi .
\end{equation}
The Chebyshev polynomials obey $T_k(\cos\theta)=\cos k\theta$, and every polynomial of degree $n$ is a combination of $T_0,\dots,T_n$. As a function of angle the filter is therefore
\begin{equation}
P(\theta)=p(\cos\theta)=\sum_{k=0}^{n}c_k\cos k\theta .
\end{equation}
Its fastest oscillation is $\cos n\theta$, whatever the value of $\theta$. A feature of $P$ can thus be about $1/n$ wide in angle, at the centre and at the end alike.

What differs is the angle that a given energy spacing covers. From $1-\cos\theta=2\sin^2(\theta/2)$,
\begin{equation}
\theta(t)=2\arcsin\sqrt{t/W},\qquad \frac{d\theta}{dt}=\frac{1}{\sqrt{t(W-t)}} .
\end{equation}
A spacing $d$ next to the centre or next to the end covers
\begin{align}
\Delta_{\rm centre}&=\arcsin\frac{2d}{W}\approx\frac{2d}{W},\\
\Delta_{\rm end}&=2\arcsin\sqrt{\frac dW}\approx 2\sqrt{\frac dW}.
\end{align}
The cosine is flat at $\theta=0$, so a small energy step there is a large step in angle. Setting $n\sim1/\Delta$ gives both laws. It remains to show that $1/\Delta$ is really the required order.

\section*{No filter can do better than order $1/\Delta$}

Let the target have depth $s$. By reflection take $s\le W/2$, and let $d<W/2$. The filter resolves $d$ with leakage $\varepsilon<1$ if $p=1$ at the target and $|p|\le\varepsilon$ at every energy of the interval at least $d$ away. This is demanded of the whole interval because the positions of the other levels are not known.

The limit on sharpness is Bernstein's inequality, $\max|P'|\le n\max|P|$. To prove it, suppose it fails at $\theta_1$. Rescale $P$, with a change of sign if needed, so that $\max|P|<1$ but $P'(\theta_1)>n$. Shift the sine $S(\theta)=\sin n(\theta-\alpha)$ so that $S(\theta_1)=P(\theta_1)$ on a rising branch. In one period $S$ has $2n$ monotone branches running between $-1$ and $1$, and $S-P$ has a zero on each. On the branch through $\theta_1$, $S-P$ starts negative and ends positive, yet it crosses zero downwards at $\theta_1$, because $S'\le n<P'$ there. That branch holds at least three zeros, which makes at least $2n+2$ in all. But $e^{in\theta}(S-P)$ is a polynomial of degree at most $2n$ in $e^{i\theta}$, so a nonzero $S-P$ has at most $2n$ zeros. This is a contradiction.

Now let $M\ge1$ be the maximum of $|P|$. Since $M>\varepsilon$, it is reached inside the window of energies closer than $d$ to the target. Let $D$ be half the angular width of the window if both its boundaries lie in the interval ($s\ge d$), and the full width if only one does ($s<d$). Some boundary is then within $D$ of the maximum, and $|P|\le\varepsilon$ there. Hence
\begin{equation}
M-\varepsilon\le nMD\quad\Rightarrow\quad n\ge\frac{1-\varepsilon/M}{D}\ge\frac{1-\varepsilon}{D}.
\end{equation}

\section*{Order $1/\Delta$ is enough}

Let $\theta_0$ be the target angle and $\Delta$ its distance to the nearest window boundary. Take the peak
\begin{equation}
K(\varphi)=\frac{T_{2n}\big(\cos(\varphi/2)/\cos(\Delta/2)\big)}{T_{2n}\big(1/\cos(\Delta/2)\big)} .
\end{equation}
$T_{2n}$ contains even powers only, and $\cos^2(\varphi/2)=(1+\cos\varphi)/2$, so $K$ is a cosine polynomial of degree $n$. It has $K(0)=1$. For $\Delta\le|\varphi|\le\pi$ the upper argument lies in $[0,1]$, so $|K|\le\eta$ with
\begin{equation}
\frac1\eta=\cosh\!\big(2n\,{\rm arccosh}\sec(\Delta/2)\big)\ge\cosh(n\Delta).
\end{equation}
The inequality holds because ${\rm arccosh}\sec u$ vanishes at $u=0$ and has derivative $\sec u\ge1$, so it is at least $u$.

A function of $x$ must be even in $\theta$, so add the mirror peak:
\begin{equation}
P(\theta)=\frac{K(\theta-\theta_0)+K(\theta+\theta_0)}{1+K(2\theta_0)} .
\end{equation}
Outside the window $|\theta-\theta_0|\ge\Delta$. Both $\theta+\theta_0$ and $2\pi-\theta-\theta_0$ are at least $|\theta-\theta_0|$, so the mirror peak is also below $\eta$ there. The denominator is at least $1-\eta$, so the leakage is at most $2\eta/(1-\eta)$. This equals $\varepsilon$ for $\eta=\varepsilon/(2+\varepsilon)$, and the degree
\begin{equation}
n=\left\lceil\frac{{\rm arccosh}(1+2/\varepsilon)}{\Delta}\right\rceil
\end{equation}
suffices.

The lengths $D$ and $\Delta$ differ by a bounded factor. For $s<d$, $D=\theta(s+d)$ and $\Delta=\theta(s+d)-\theta(s)$. Since $\arcsin(u)/u$ increases, $\theta(s+d)/\theta(s)\ge\sqrt{(s+d)/s}\ge\sqrt2$, which gives $D/\Delta\le\sqrt2/(\sqrt2-1)=2+\sqrt2$. For $s\ge d$, let $A$ and $B$ be the angles from the target to the boundaries at $s+d$ and $s-d$. The density $1/\sqrt{t(W-t)}$ grows away from the centre, so $A\le B$ and $\Delta=A$. The factor $1/\sqrt{W-t}$ is larger on the side of $A$, so dropping it can only raise the ratio:
\begin{equation}
\frac BA\le\frac{\sqrt s-\sqrt{s-d}}{\sqrt{s+d}-\sqrt s}=\frac{\sqrt{s+d}+\sqrt s}{\sqrt s+\sqrt{s-d}}\le1+\sqrt2 .
\end{equation}
Then $D/\Delta=(1+B/A)/2$ is again below $2+\sqrt2$. At fixed $\varepsilon$ the least degree is of order $1/\Delta$ for every target.

\section*{Formula: the least degrees}

\textbf{Near an end, $s<d$.} The filter must be small on $s+d\le t\le W$. Map this range to $-1\le y\le1$ by
\begin{equation}
y=\frac{W+s+d-2t}{W-s-d},\qquad Y=y(s)=\frac{W-s+d}{W-s-d}>1 .
\end{equation}
The best filter of degree $n$ is $T_n(y)/T_n(Y)$. If another had smaller leakage, their difference would alternate in sign at the $n+1$ extrema of $T_n$. That gives $n$ zeros, and the target, where both equal one, is another. A nonzero polynomial of degree $n$ cannot have $n+1$ zeros. The least leakage is thus $1/\cosh(n\,{\rm arccosh}\,Y)$. With $Y=\cosh u$, $\tanh^2(u/2)=(Y-1)/(Y+1)=d/(W-s)$, so
\begin{equation}
n_{\rm end}=\left\lceil\frac{{\rm arccosh}(1/\varepsilon)}{2\,{\rm artanh}\sqrt{d/(W-s)}}\right\rceil .
\end{equation}

\textbf{At the centre.} Here $|p|\le\varepsilon$ for $a\le|x|\le1$, with $a=2d/W$, and $p(0)=1$. Replacing $p(x)$ by $[p(x)+p(-x)]/2$ keeps these conditions and leaves a polynomial of degree $\lfloor n/2\rfloor$ in $x^2$. In that variable the target sits at the end of $[0,1]$ with a gap $a^2$. This is the end problem with $d/(W-s)$ replaced by $a^2$:
\begin{equation}
n_{\rm centre}=2\left\lceil\frac{{\rm arccosh}(1/\varepsilon)}{2\,{\rm artanh}(2d/W)}\right\rceil .
\end{equation}
For $d\ll W$, ${\rm artanh}\,u\approx u$. Apart from rounding up,
\begin{equation}
n_{\rm end}\approx\tfrac12{\rm arccosh}\frac1\varepsilon\,\sqrt{\frac Wd},\qquad
n_{\rm centre}\approx\tfrac12{\rm arccosh}\frac1\varepsilon\;\frac Wd .
\end{equation}

\section*{Numbers}

Take the round values $W=10$ eV, $d=0.01$ eV and $\varepsilon=0.001$, with the end target at $s=0$. The spacing covers $0.0633$ rad at the end and $0.0020$ rad at the centre, a ratio of $31.6$. With ${\rm arccosh}(1000)=7.6009$,
\begin{align}
n_{\rm end}&\approx\tfrac12(7.6009)(31.623)=120.2,\\
n_{\rm centre}&\approx\tfrac12(7.6009)(1000)=3800.5 .
\end{align}
The full formulas, rounded up, give 121 and 3802. Applied to explicit matrices, these filters leave $0.000947$ and $0.000997$ of the target amplitude at the worst other level. With degrees 120 and 3800 the leakage is $0.001009$ and $0.001001$, just too large.

The effect is not special to optimal filters. A Jackson-damped Chebyshev expansion of a delta function with $n=200$ has an angular half-width at half height of $0.0185$ rad at both places. In energy this is $0.000855$ eV at the end and $0.092$ eV at the centre. Doubling $n$ divides these widths by $3.96$ and $1.99$, close to the $1/n^2$ and $1/n$ expected from a width of order $1/n$ in angle.

Between the two limits, least degrees were found by linear programming on a finite set of energies, for $W/d=20$ and $\varepsilon=0.1$:
\begin{center}
\begin{tabular}{rrrrr}
$s/d$ & $\Delta$ (rad) & lower bound & least $n$ & built $n$\\
0 & 0.451 & 2.0 & 7 & 9\\
0.5 & 0.237 & 1.6 & 7 & 16\\
2 & 0.152 & 5.2 & 19 & 25\\
5 & 0.112 & 7.8 & 27 & 34\\
10 & 0.100 & 9.0 & 30 & 38
\end{tabular}
\end{center}
``Built'' is the degree of the two-peak construction. The second row needs no more than the first, as the formula for $s<d$ says: nothing restrains the filter between the target and the end, where it may exceed one.

\section*{When the square root is lost}

The square root holds as long as the depth $s$ of the target is at most a fixed small multiple of $d$, even if the filter must be small on both sides. At $s=2d$, for example, $\Delta\approx2(\sqrt3-\sqrt2)\sqrt{d/W}$ for $d\ll W$. If the target is known to be the outermost level, padding the interval beyond the end next to the target costs nothing (padding at the far end does, since it enlarges $W-s$): the filter $T_n(y)/T_n(Y)$ is constrained only on $s+d\le t\le W$, and the formula for $n_{\rm end}$ holds for any $s$. The square root is lost when the target lies at a fixed depth $s$ well inside the end and the filter must also be small on $0\le t\le s-d$, because other levels may lie there. Then, for $d\ll s$,
\begin{equation}
\Delta\approx\frac{d}{\sqrt{s(W-s)}},\qquad n\sim\frac{\sqrt{s(W-s)}}{d},
\end{equation}
which is linear in $1/d$, as at the centre. What remains of the gain is a factor in angle of about $W/\big(2\sqrt{s(W-s)}\big)$, which does not grow as $d$ shrinks. In the example above, a target $0.1$ eV inside the end has $\Delta=0.0098$ rad, and the general degree formula for the two-peak filter gives 846, against 132 at the end itself. These are sufficient degrees, not least ones. The lower bound for this target is $99.3$.

The comparison also assumes equal $d$ in both places, which a real spectrum need not offer. For an open chain of $N$ sites with nearest-neighbour hopping $-\tau$, the states $\psi_j=\sin qj$ satisfy $-\tau(\psi_{j-1}+\psi_{j+1})=-2\tau\cos q\,\psi_j$. The condition $\psi_{N+1}=0$ gives $q=k\pi/(N+1)$ with $k=1,\dots,N$. With $W=4\tau$ the levels are equally spaced in angle. For $N=200$ and $\tau=2.5$ eV the step is $0.01563$ rad, while the level spacing is $0.0018$ eV at the end and $0.078$ eV at the centre. Then $\sqrt{W/d}=74$ at the end and $W/d=128$ at the centre are of the same order, and one degree, 531, isolates a single level in either place with leakage below $0.001$. This degree is sufficient, not least, for a filter that is small on the whole interval outside the window. If all 200 levels were known, the product of the factors $H-E_j$ over the 199 other levels would isolate the target exactly in exact arithmetic, with degree 199. In double precision the order of the factors matters. Applied in order of energy, they amplify rounding errors until these swamp the target. An order in which each new $E_j$ is the one with the largest product of distances to those already used (Leja order) keeps the leakage near $10^{-12}$. With the angular step $\delta=\pi/(N+1)$, the spacings are about $3\tau\delta^2$ at the end and $2\tau\delta$ at the centre, so $\sqrt{W/d}\approx2/(\sqrt3\,\delta)$ at the end and $W/d\approx2/\delta$ at the centre. Both grow as $N$. If the filter must be small on the whole interval outside the window, isolating a level at the edge of this chain therefore keeps only a constant factor of about $\sqrt3$ in the least degree over the centre, not a gain in order. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
band width W = 10.0 eV, spacing d = 0.01 eV, leakage eps = 0.001
W/d = 1000.0, sqrt(W/d) = 31.623
arccosh(1/eps) = 7.6009
angle spanned by d at end = 0.063256 rad
angle spanned by d at centre = 0.002000 rad
ratio of angles end/centre = 31.628
least degree at end = 121, at centre = 3802
ratio of least degrees centre/end = 31.421
small-d estimate at end = 120.18
small-d estimate at centre = 3800.45
matrix leakage at end, least degree = 0.000947
matrix leakage at end, degree one less = 0.001009
matrix leakage at centre, least degree = 0.000997
matrix leakage at centre, degree two less = 0.001001
general construction, same W, d, eps:
 depth 0.0 eV: angle 0.063256 rad, bound 15.8, built 132
 depth 0.1 eV: angle 0.009813 rad, bound 99.3, built 846
 depth 5.0 eV: angle 0.002000 rad, bound 499.5, built 4148
local rule d/sqrt(s(W-s)) at s = 0.1 eV: 0.010050 rad
largest ratio of the two angular lengths D/Delta = 3.4038
linear programming, W/d = 20, eps = 0.1:
 depth/d  0.0: angle 0.4510 rad, bound 2.00, least 7, built 9
 depth/d  0.5: angle 0.2373 rad, bound 1.62, least 7, built 16
 depth/d  2.0: angle 0.1519 rad, bound 5.23, least 19, built 25
 depth/d  5.0: angle 0.1121 rad, bound 7.76, least 27, built 34
 depth/d 10.0: angle 0.1002 rad, bound 8.98, least 30, built 38
Jackson filter, half-widths at half height:
 n = 200, end: 0.000855 eV, 0.018492 rad
 n = 200, centre: 0.092455 eV, 0.018492 rad
 n = 400, end: 0.000216 eV, 0.009292 rad
 n = 400, centre: 0.046458 eV, 0.009292 rad
energy width shrinks on doubling n: end 3.961, centre 1.990
chain: 200 sites, hopping 2.5 eV, angle step 0.015630 rad
chain spacing at end = 0.001832 eV, at centre = 0.078148 eV
chain sqrt(W/d) at end = 73.88
chain W/d at centre = 127.96
chain: one degree for both targets = 531
chain leakage: end 0.000568, centre 0.000933
\end{verbatim}
